\section*{Antiphase splitting of a diffraction spot by a regular terrace staircase, part 2}

A diffraction spot from a miscut crystal can split into components whose distance gives the terrace width. The question here is how real beams and imperfect staircases change the ideal splitting.

The step edges run along $y$, the surface descends towards $+x$, and $z$ points up, normal to the terraces. Lengths are in nm and wave vectors, taken in vacuum, in $\mathrm{nm^{-1}}$. The transfer is $\mathbf q=\mathbf k_f-\mathbf k_i$, with $\mathbf k_i$ incoming and $\mathbf k_f$ outgoing, and $q_y=0$. The integer $h$ labels the rod, with $h=0$ the specular one, and $\kappa$ is the distance in $q_x$ from its centre. The phase between neighbouring terraces at the centre is $\varphi$. The rod is at antiphase when $\varphi$ is an odd multiple of $\pi$.

Row $n$ of terrace $m$ lies at
\begin{equation}
x_{mn}=mL+na,\qquad z_m=-md,
\end{equation}
and in single scattering the amplitude, in units of one row, is
\begin{equation}
A=\sum_{m=0}^{M-1}\sum_{n=0}^{N-1}
\exp\left[-i\left(q_xx_{mn}+q_zz_m\right)\right].
\end{equation}
It factorizes into a terrace factor $F$ and an interference factor $S_M$:
\begin{equation}
A=F(\kappa)\,S_M(\theta),\qquad \theta=\kappa L-\varphi,
\end{equation}
\begin{equation}
F(\kappa)=\sum_{n=0}^{N-1}e^{-in\kappa a},\qquad
S_M(\theta)=\sum_{m=0}^{M-1}e^{-im\theta}.
\end{equation}
Both are summed with
\begin{equation}
\sum_{n=0}^{N-1}e^{-inu}=\frac{1-e^{-iNu}}{1-e^{-iu}},
\qquad |1-e^{-iu}|^2=2-2\cos u=4\sin^2\frac u2 .
\end{equation}
The maxima of $|S_M|^2$ lie at
\begin{equation}
\boxed{\;\kappa_\nu=\frac{\varphi+2\pi\nu}{L},\qquad \nu=0,\pm1,\pm2,\dots\;}
\end{equation}
so at fixed $q_z$ their spacing is $2\pi/L$.

The staircase repeats under $\mathbf T=(L,-d)$ in the $xz$ plane. For an infinite staircase the positions also follow from
\begin{equation}
\mathbf q\cdot\mathbf T=q_xL-q_zd=2\pi\nu' ,
\end{equation}
with integer $\nu'$. This holds even with multiple scattering, if the scattering potential repeats under $\mathbf T$ and no wave guided along the surface exists at this energy and phase.

The example has $N=20$, $\delta=1/2$ and $a=0.40$ nm, so that $L=8.2$ nm, $Na=8.0$ nm and $\pi/L=0.3831\ \mathrm{nm^{-1}}$. At $\kappa=\pi/L$, $\kappa a/2=0.0766$.

\section{Corrections for real beams and real staircases}

A staircase descending towards $+x$ has terraces of $N$ rows with spacing $a$, steps of height $d$ and lateral offset $\delta a$, and terrace width $L=(N+\delta)a$. With $q_x=2\pi h/a+\kappa$ and $\varphi=q_zd-2\pi h\delta$, the intensity from $M$ terraces is
\begin{equation}
I=|F|^2\,\frac{\sin^2(M\theta/2)}{\sin^2(\theta/2)},\qquad
|F|^2=\frac{\sin^2(N\kappa a/2)}{\sin^2(\kappa a/2)},\qquad
\theta=\kappa L-\varphi .
\end{equation}
For large $M$ the components lie at $\kappa=(\varphi+2\pi\nu)/L$. At antiphase, $\varphi=\pi$ up to multiples of $2\pi$, the strongest two about this rod are at $\kappa=\pm\pi/L$. The corrections below concern this pair. The intensity formula assumes single scattering, and so do the corrections for few terraces, unequal terraces and islands. For electrons at glancing incidence their sizes are only estimates.

The numbers refer to reflection high-energy electron diffraction (RHEED) at 15 keV with roughly chosen parameters: $a=0.40$ nm, $d=0.28$ nm, $N=20$ and $\delta=1/2$. Thus $L=8.2$ nm, the miscut is $\arctan(0.28/8.2)=1.96^\circ$, and the ideal splitting is $2\pi/L=0.766\ \mathrm{nm^{-1}}$. The specular rod is used at $q_zd=3\pi$, where $q_z=33.66\ \mathrm{nm^{-1}}$.

\subsection{A staircase with few terraces}

When a staircase ends after a few whole terraces, the maxima of $|S_M|^2$ are broad, and the slope of $|F|^2$ displaces the maxima of the product. Near a component put $\kappa=\kappa_\nu+\epsilon$, so that $\theta=L\epsilon$ up to a multiple of $2\pi$. From $\sin u\approx u(1-u^2/6)$ follows $\ln\sin^2u\approx\ln u^2-u^2/3$. Using this with $u=M\theta/2$ and with $u=\theta/2$,
\begin{equation}
\ln|S_M|^2\approx\ln M^2-\frac{(M^2-1)L^2\epsilon^2}{12}.
\end{equation}
To first order $\ln|F|^2$ changes by $g\epsilon$, where
\begin{equation}
g=\frac{d\ln|F|^2}{d\kappa}
=Na\cot\frac{N\kappa a}{2}-a\cot\frac{\kappa a}{2},
\end{equation}
evaluated at $\kappa_\nu$. Setting the derivative of the total logarithm to zero gives $g-(M^2-1)L^2\epsilon/6=0$, hence
\begin{equation}
\epsilon=\frac{6g}{(M^2-1)L^2}.
\end{equation}
For wide terraces at $\kappa=\pi/L$ the first cotangent vanishes and the second term is $-2/\kappa=-2L/\pi$. Then $\epsilon=-12/[\pi(M^2-1)L]$. The component moves towards the centre, and by symmetry its partner does the same. Relative to $\pi/L$, the inward shift is
\begin{equation}
\frac{|\epsilon|}{\pi/L}\approx\frac{12}{\pi^2(M^2-1)} .
\end{equation}

Suppose that the staircase of the example ends after 12 terraces, a length of about 98 nm. With $M=12$ and the full expression for $g$,
\begin{equation}
g=8.0\cot(1.532)-0.40\cot(0.0766)\approx-4.90\ \mathrm{nm},
\end{equation}
\begin{equation}
\frac{|\epsilon|}{\pi/L}=\frac{6\times4.90}{143\times8.2^2\times0.3831}
\approx0.0080 .
\end{equation}
Numerical maximization of the row sum gives a separation of $0.992$ times $2\pi/L$, in agreement.

The expansion assumes that the shift is small compared with the width of the peak, and it is not meant for very small $M$. For $M=2$ at antiphase $|S_2|^2=4\cos^2(\theta/2)=4\sin^2(\kappa L/2)$. With $u=\kappa L/2$ and wide terraces, the intensity is proportional to $\sin^4u/u^2$. Its maximum is where $\sin^2u/u$ is stationary, that is, where $\tan u=2u$, well inside $u=\pi/2$. For the finite terraces of the example, numerical maximization gives $0.75$ times $2\pi/L$. Reading this separation as $2\pi/L$ would make the terrace a third too wide. With $M=1$ there is no splitting at all, since $|F|^2$ has its maximum at the centre.

This shift must not be ascribed to the limited coherence of the beam. A divergent beam contains many incoming directions, and each produces its own slightly displaced pattern. For a long staircase the sum consists of the narrow components, with their weights $|F(\kappa_\nu)|^2$, each broadened by the angular distribution. If the directions spread symmetrically across the steps, the centres stay where they are, and the maxima move only when neighbouring components overlap. A spread of the glancing angle also changes $q_z$, and the slope of $|F|^2$ then favours positions nearer the centre. In the example, with the beam along the edges, a standard deviation of 0.5 mrad in that angle reduces the separation by about $0.6\,\%$.

\subsection{Unequal terraces}

Let terrace $m$ have $n_m$ rows and width $w_m=(n_m+\delta)a$, and let its first row be at $x_m$, so that $x_{m+1}=x_m+w_m$. The widths are drawn independently from one distribution with mean $L$ and standard deviation $\sigma=sL$. Define
\begin{equation}
E_m=e^{-i(\kappa x_m-m\varphi)} .
\end{equation}
Summing the rows of each terrace as before,
\begin{equation}
A=\frac{1}{1-e^{-i\kappa a}}\sum_{m=0}^{M-1}E_m
\left(1-e^{-i\kappa n_ma}\right).
\end{equation}
Since $n_ma=w_m-\delta a$, the second term contains $e^{-i\kappa w_m}e^{i\kappa\delta a}$. From the definition, $E_me^{-i\kappa w_m}=E_{m+1}e^{-i\varphi}$. Therefore
\begin{equation}
A=\frac{1}{1-e^{-i\kappa a}}\sum_{m=0}^{M-1}
\left[E_m-e^{-i(\varphi-\kappa\delta a)}E_{m+1}\right].
\end{equation}
The sum of $E_{m+1}$ differs from the sum of $E_m$ by the end terms $E_M-E_0$, whose size does not grow with $M$. They drop out of the intensity per terrace for a long staircase, leaving
\begin{equation}
\frac{|A|^2}{M}\to
\frac{\sin^2[(\varphi-\kappa\delta a)/2]}{\sin^2(\kappa a/2)}\;
\frac1M\left|\sum_mE_m\right|^2 .
\end{equation}
The terrace edges now act as the scatterers. For $r>0$ the product $E_mE^*_{m+r}$ is the product of $r$ independent factors $e^{i(\kappa w-\varphi)}$. Its mean is $\psi^r$, with
\begin{equation}
\psi=\left\langle e^{i(\kappa w-\varphi)}\right\rangle .
\end{equation}
There are $M-r$ such pairs, and each has a complex conjugate. If $|\psi|<1$, the limit of large $M$ is
\begin{equation}
\frac1M\left\langle\left|\sum_mE_m\right|^2\right\rangle
\to1+2\,\mathrm{Re}\sum_{r=1}^{\infty}\psi^r
=\mathrm{Re}\,\frac{1+\psi}{1-\psi}
=\frac{1-|\psi|^2}{|1-\psi|^2}.
\end{equation}

At antiphase put $\kappa L=\pi+y$. For a narrow, nearly Gaussian distribution,
\begin{equation}
\psi\approx e^{iy-\gamma},\qquad
\gamma=\frac{\kappa^2\sigma^2}{2}=\frac{s^2(\pi+y)^2}{2}.
\end{equation}
For small $\gamma$ and $y$, $1-|\psi|^2\approx2\gamma$ and $|1-\psi|^2\approx\gamma^2+y^2$. The prefactor is close to $4/(\kappa a)^2=4L^2/[a^2(\pi+y)^2]$, because $\kappa a$ is small. Its factor $(\pi+y)^{-2}$ cancels the same factor in $2\gamma$, and the mean intensity per terrace is
\begin{equation}
\frac{\langle|A|^2\rangle}{M}\approx
\frac{4L^2s^2}{a^2}\,\frac{1}{\gamma^2+y^2}.
\end{equation}
With $\gamma_0=\pi^2s^2/2$ the half-height points are near $y=\pm\gamma_0$, so the full width at half maximum is
\begin{equation}
\Delta\kappa\approx\frac{2\gamma_0}{L}=\frac{\pi^2s^2}{L}.
\end{equation}
The maximum is where $\gamma^2+y^2$ is smallest, so $\gamma\,d\gamma/dy+y=0$. With $d\gamma/dy\approx\pi s^2=2\gamma_0/\pi$ this gives $y\approx-2\gamma_0^2/\pi$. The inward shift relative to $\pi$ is
\begin{equation}
\frac{|y|}{\pi}\approx\frac{2\gamma_0^2}{\pi^2}=\frac{\pi^2s^4}{2}.
\end{equation}

For a standard deviation of four rows, $s=4\times0.40/8.2=0.195$. The estimates are $\Delta\kappa=0.046\ \mathrm{nm^{-1}}$, or $6\,\%$ of the splitting, and a shift of $0.7\,\%$. Numerical evaluation of the formula with $\psi$, using Gaussian weights on 4 to 36 rows, gives $0.045\ \mathrm{nm^{-1}}$ and the same shift to this accuracy. The pair remains well resolved. The estimates require $\gamma_0\ll1$. Since $\gamma_0=1$ at $s=\sqrt2/\pi\approx0.45$, a spread approaching that value needs the formula with $\psi$ itself.

\subsection{Beam parallel to the step edges}

An elastic measurement keeps $|\mathbf k_f|=|\mathbf k_i|=k$, so $q_z$ cannot be chosen independently of $\kappa$. Let the beam run along the edges, with $\mathbf k_i=(0,k_y,-k_z)$. For $q_y=0$ the outgoing vector is $(\kappa,k_y,k_{fz})$, and equality of the lengths gives $k_{fz}=\sqrt{k_z^2-\kappa^2}$. Thus
\begin{equation}
q_z=k_z+\sqrt{k_z^2-\kappa^2}\approx2k_z-\frac{\kappa^2}{2k_z}.
\end{equation}
With $2k_zd=3\pi$ the components obey $\kappa L=\pm\pi-\kappa^2d/(2k_z)$. Both move by nearly the same amount,
\begin{equation}
-\frac{(\pi/L)^2d}{2k_zL}
=-\frac{0.3831^2\times0.28}{2\times16.83\times8.2}
=-1.5\times10^{-4}\ \mathrm{nm^{-1}},
\end{equation}
and their separation is hardly affected. Solving the two conditions numerically gives a relative change of $3\times10^{-7}$.

The wave number follows from the relativistic relation $\hbar ck=\sqrt{E(E+2m_ec^2)}$, where $E$ is the kinetic energy and $m_e$ the electron mass. At 15 keV, $k=632\ \mathrm{nm^{-1}}$. The glancing angle to the terraces is $\arcsin(16.83/632)=1.53^\circ$. The two outgoing beams enclose the angle
\begin{equation}
\beta\approx\frac{2\pi}{kL}=\frac{0.766}{632}=1.21\ \mathrm{mrad}.
\end{equation}
On a screen at distance $D=300$ mm the spots are $b=D\beta=0.36$ mm apart. With the wavelength $\lambda=2\pi/k$, the inverse relation is $L\approx\lambda D/b$. It applies at small angles, when many terraces are coherent and their widths vary little, and it requires a beam well aligned with the edges. Turning the beam by $1^\circ$ in azimuth changes the separation in $\kappa$ by about $2\,\%$. It also gives the two beams different exit heights, so that only the part of the spot distance parallel to the terraces may then be used for $b$.

\subsection{Beam running up the staircase}

If the beam travels towards $-x$, then $\mathbf k_i=(-K,0,-k_z)$ and $\mathbf k_f=(-K+\kappa,0,u)$, with $K=\sqrt{k^2-k_z^2}$. Equal lengths require
\begin{equation}
u^2=k_z^2+2K\kappa-\kappa^2 .
\end{equation}
The large factor $K$ makes $u$, and with it $q_z=k_z+u$, change strongly with $\kappa$. At $2k_zd=3\pi$ the interference condition is $\kappa L=p\pi+(u-k_z)d$ with odd $p$. The values $p=\pm1$ are the pair found at fixed $q_z$. Neglecting $\kappa^2$ against $2K\kappa$ and inserting the condition,
\begin{equation}
u^2-\frac{2Kd}{L}u-k_z^2-\frac{2K}{L}\left(p\pi-k_zd\right)=0 .
\end{equation}
With $c=Kd/L$ and $k_zd=3\pi/2$ the solutions are
\begin{equation}
u=c\pm\sqrt{c^2+k_z^2+\frac{2K}{L}\left(p\pi-\frac{3\pi}{2}\right)} .
\end{equation}
Here $c=21.6\ \mathrm{nm^{-1}}$. For $p=1$ the square root is about $22.5\ \mathrm{nm^{-1}}$, and the positive solution is $u\approx44\ \mathrm{nm^{-1}}$. This beam leaves at $4.0^\circ$ to the terraces, more steeply than the staircase rises, with $\kappa=1.31\ \mathrm{nm^{-1}}$ instead of $0.38\ \mathrm{nm^{-1}}$. For $p=-1$ the radicand is negative, so that partner is absent. Spots found in this geometry must be assigned with their own $q_z$.

\subsection{Small islands on the terraces}

Suppose that each row is independently covered, with probability $c_0$, by a row one step higher, displaced by $\delta a$ and of equal scattering strength. On the specular rod the mean factor per row is $1-c_0+c_0e^{-i(\kappa\delta a+q_zd)}$. At antiphase, with $\kappa\delta a\ll1$, this is close to $1-2c_0$. The factor is common to all rows, so the component keeps its position and its intensity becomes
\begin{equation}
I\approx(1-2c_0)^2I_0 ,
\end{equation}
with $I_0$ the value without islands. The random remainder grows as the number of rows, not as its square, and forms a diffuse background. For $c_0=0.05$ the factor is $0.81$. The mean over 200 random surfaces of 60 terraces also gives $0.81$.

\subsection{Relation to a real surface}

The parameters are rough values for GaAs(001) miscut by about $2^\circ$ towards $\langle110\rangle$. On this crystal the repeat vector $\mathbf T$ also has a component $a/2$ along the step edges. It adds nothing to $\mathbf q\cdot\mathbf T$ at $q_y=0$, so the positions derived above remain valid. The equality of the pair need not. A second atomic layer of relative strength $f$ lies $d/2$ below the top one. If it ends $a/2$ away from the top layer at the steps, it multiplies the intensity at $q_zd=3\pi$ by $1+f^2\pm2f\sin(\kappa a/2)$. For $f$ near one the two components then differ by about $16\,\%$, even in single scattering. A beam divergence of 0.1 mrad across the steps broadens each component by about $0.06\ \mathrm{nm^{-1}}$ and leaves the separation practically unchanged. With 0.5 mrad the broadening is $0.32\ \mathrm{nm^{-1}}$, or $41\,\%$ of the splitting. If this is the full width at half maximum of a Gaussian, the separation still changes by well under $1\,\%$. If it is the standard deviation, the components overlap and their maxima are about $14\,\%$ closer together. Real terraces are not equal; a spread of $20\,\%$ shifts the separation by less than $1\,\%$ in the single-scattering model if the widths are independent and nearly Gaussian. A strongly skewed distribution can shift it by more. The spread itself is often larger. Steps that repel each other only entropically have $s\approx0.42$, and independent widths with such a distribution lower the separation by about $9\,\%$. Heating from 293 K to a growth temperature of about 850 K, with a rough expansion coefficient of $6\times10^{-6}\ \mathrm{K^{-1}}$, lowers $2\pi/L$ by $0.3\,\%$ at fixed $N$. Surface reconstruction is not included. If neighbouring terraces carry it in different registry, $\mathbf T$ is no longer a repeat vector, and further components can appear between those derived here.

Numbers in the example were calculated in double precision.
